# Duffin-Kemmer-Petiau Matrices from Two Dirac Factors: Proca and Klein-Gordon Equations: a program that tests the result

```python
"""
Result under test: beta^mu = (gamma^mu x 1 + 1 x gamma^mu)/2 obeys
  beta^m beta^n beta^l + beta^l beta^n beta^m = g^mn beta^l + g^ln beta^m,
its 16-dimensional space splits into irreducible blocks 10 + 5 + 1, and
(i beta^mu d_mu - m) Psi = 0 is the Proca equation on the 10, the Klein-Gordon
equation on the 5, and Psi = 0 on the 1 (free field, m not zero).
Symbols: g = diag(1,-1,-1,-1); hbar = c = 1; Psi = Phi C as a 4x4 matrix;
Phi = S + V_n gamma^n + sum_{a<b} T_ab gamma^ab + A_n gamma^n gamma5 + P gamma5.
"""
import itertools
import numpy as np
from scipy.linalg import null_space

rng = np.random.default_rng(7)
g = np.diag([1.0, -1.0, -1.0, -1.0])
I2, I4, I16 = np.eye(2), np.eye(4), np.eye(16)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(pauli[2], I2)] + [np.kron(1j * pauli[1], s) for s in pauli]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
beta = [(np.kron(x, I4) + np.kron(I4, x)) / 2 for x in gamma]


def comm(x, y):
    return x @ y - y @ x


def slash(mats, q_lower):
    return sum(q_lower[k] * mats[k] for k in range(4))


# Clifford algebra, three-gamma identity and trilinear algebra, all indices
dev_dkp = 0.0
for m_, n_ in itertools.product(range(4), repeat=2):
    anti = gamma[m_] @ gamma[n_] + gamma[n_] @ gamma[m_]
    assert np.allclose(anti, 2 * g[m_, n_] * I4)
for a, b, c in itertools.product(range(4), repeat=3):
    three = gamma[a] @ gamma[b] @ gamma[c] + gamma[c] @ gamma[b] @ gamma[a]
    assert np.allclose(three, 2 * (g[a, b] * gamma[c] - g[a, c] * gamma[b]
                                   + g[b, c] * gamma[a]))
    left = beta[a] @ beta[b] @ beta[c] + beta[c] @ beta[b] @ beta[a]
    right = g[a, b] * beta[c] + g[c, b] * beta[a]
    dev_dkp = max(dev_dkp, np.abs(left - right).max())
assert dev_dkp < 1e-12

# Cubic identity for an arbitrary off-shell four-vector
q = rng.normal(size=4)
q_up = g @ q
bq = slash(beta, q)
assert np.allclose(bq @ bq @ bq, (q @ q_up) * bq)

# Charge-conjugation matrix and the commutator form of beta
C = 1j * gamma[2] @ gamma[0]
phi = rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4))
for k in range(4):
    assert np.allclose(np.linalg.inv(C) @ gamma[k] @ C, -gamma[k].T)
    assert np.allclose(beta[k] @ (phi @ C).ravel(),
                       (comm(gamma[k], phi) / 2 @ C).ravel())

# Basis of the 16 components and the block form of beta
pairs = list(itertools.combinations(range(4), 2))
elements = ([I4.astype(complex)] + gamma
            + [comm(gamma[a], gamma[b]) / 2 for a, b in pairs]
            + [x @ gamma5 for x in gamma] + [gamma5])
basis = np.array([(e @ C).ravel() for e in elements]).T
basis_inv = np.linalg.inv(basis)
block_beta = [basis_inv @ x @ basis for x in beta]
blocks = {"10": np.arange(1, 11), "5": np.arange(11, 16), "1": np.array([0])}
for x in block_beta:
    rest = x.copy()
    for idx in blocks.values():
        rest[np.ix_(idx, idx)] = 0
    assert np.abs(rest).max() < 1e-12
    assert abs(x[0, 0]) < 1e-12
for k, e in enumerate(elements):
    sign = 1 if 1 <= k <= 10 else -1
    assert np.allclose((e @ C).T, sign * (e @ C))

# Irreducibility: distinct patterns, and dimension of the commutant
code = sum(2**k * g[k, k] * beta[k] @ beta[k] for k in range(4))
assert np.allclose(np.linalg.eigvalsh(code), np.arange(16))
patterns = []
for k in range(4):
    N = g[k, k] * block_beta[k] @ block_beta[k]
    assert np.allclose(N, np.diag(np.diag(N)))
    patterns.append(np.rint(np.diag(N).real).astype(int))
patterns = np.array(patterns).T
equations = np.vstack([np.kron(x, I16) - np.kron(I16, x.T) for x in beta])
singular = np.linalg.svd(equations, compute_uv=False)
commutant_dim = int(np.sum(singular < 1e-9))
assert commutant_dim == 3


# Component form of beta.q for arbitrary off-shell q and arbitrary fields
def tensor(six):
    T = np.zeros((4, 4), complex)
    for value, (a, b) in zip(six, pairs):
        T[a, b], T[b, a] = value, -value
    return T


coef = rng.normal(size=16) + 1j * rng.normal(size=16)
out = basis_inv @ (bq @ (basis @ coef))
V, T, A, P = coef[1:5], tensor(coef[5:11]), coef[11:15], coef[15]
assert abs(out[0]) < 1e-12
assert np.allclose(out[1:5], q_up @ T)
assert np.allclose(tensor(out[5:11]), np.outer(q, V) - np.outer(V, q))
assert np.allclose(out[11:15], q * P)
assert np.isclose(out[15], q_up @ A)

# Rest-frame states and their spin, block by block
spin = [1j * comm(block_beta[a], block_beta[b]) for a, b in ((2, 3), (3, 1), (1, 2))]
spin_sq = sum(s @ s for s in spin)
rest_info = {}
for name, idx in blocks.items():
    sub = np.ix_(idx, idx)
    eig0 = np.linalg.eigvals(block_beta[0][sub]).real
    counts = [int(np.sum(abs(eig0 - v) < 1e-6)) for v in (1, 0, -1)]
    assert sum(counts) == len(idx)
    s2 = None
    if counts[0]:
        W = null_space(block_beta[0][sub] - np.eye(len(idx)), rcond=1e-10)
        s2 = np.linalg.eigvals(np.linalg.pinv(W) @ spin_sq[sub] @ W).real
    rest_info[name] = (counts, s2)
assert rest_info["10"][0] == [3, 4, 3] and np.allclose(rest_info["10"][1], 2)
assert rest_info["5"][0] == [1, 3, 1] and np.allclose(rest_info["5"][1], 0)

# Worked example: energies from the matrix problem, mass shell not assumed
mass = 2.0
p = np.array([1.0, 2.0, 4.0])
energies = {}
for name, idx in blocks.items():
    sub = np.ix_(idx, idx)
    M = mass * np.eye(len(idx)) + sum(p[k] * block_beta[k + 1][sub] for k in range(3))
    inv_E = np.linalg.eigvals(np.linalg.solve(M, block_beta[0][sub]))
    finite = inv_E[abs(inv_E) > 1e-6]
    energies[name] = np.sort((1 / finite).real)
shell = np.sqrt(mass**2 + p @ p)
assert np.allclose(energies["10"], [-shell] * 3 + [shell] * 3)
assert np.allclose(energies["5"], [-shell, shell])
assert len(energies["1"]) == 0
E = energies["10"][-1]
p_low = np.array([E, *(-p)])
p_up = g @ p_low
wave = slash(block_beta, p_low) - mass * I16

# Vector solution with spatial polarization V^i = (1,0,0)
idx = blocks["10"]
W = null_space(wave[np.ix_(idx, idx)], rcond=1e-10)
assert W.shape[1] == 3
vec = W @ np.linalg.solve(W[1:4], np.array([-1.0, 0, 0]))
V, T = vec[:4], tensor(vec[4:])
F = np.outer(p_low, V) - np.outer(V, p_low)
assert np.allclose(T, F / mass)
assert np.allclose(p_up @ F, mass**2 * V)
assert abs(p_up @ V) < 1e-10

# Scalar solution with P = 1
idx = blocks["5"]
W = null_space(wave[np.ix_(idx, idx)], rcond=1e-10)
assert W.shape[1] == 1
sca = W[:, 0] / W[4, 0]
assert np.allclose(sca[:4], p_low / mass)
assert max(abs(vec.imag).max(), abs(sca.imag).max()) < 1e-10


# Position-space test: static Yukawa field, derivatives by central differences
def yukawa(x, kappa, kind):
    r = np.linalg.norm(x)
    f = np.exp(-kappa * r) / r
    grad = -f * (kappa + 1 / r) * x / r
    c = np.zeros(16, complex)
    if kind == "vector":
        c[1], c[5:8] = f, -1j * grad / mass
    else:
        c[15], c[12:15] = f, 1j * grad / mass
    return basis @ c


def residual(kappa, kind, x, h=1e-4):
    total = -mass * yukawa(x, kappa, kind)
    for k in range(3):
        d = np.zeros(3)
        d[k] = h
        slope = (yukawa(x + d, kappa, kind) - yukawa(x - d, kappa, kind)) / (2 * h)
        total = total + 1j * beta[k + 1] @ slope
    return np.linalg.norm(total) / np.linalg.norm(mass * yukawa(x, kappa, kind))


point = np.array([0.3, -0.4, 0.5])
kappa_wrong = 1.5
res = {}
for kind in ("vector", "scalar"):
    res[kind] = (residual(mass, kind, point), residual(kappa_wrong, kind, point))
    assert res[kind][0] < 1e-5      # truncation error of the differences
    assert res[kind][1] > 1e-2      # wrong decay constant must fail


def show(values):
    return "  ".join(f"{v:.4f}" for v in np.round(np.real(values), 10) + 0.0)


print(f"largest deviation from trilinear algebra, 64 index sets: {dev_dkp:.1e}")
print("block dimensions:", ", ".join(str(len(i)) for i in blocks.values()))
print("dimension of commutant of the four beta matrices:", commutant_dim)
labels = (["1"] + [f"gamma^{k}" for k in range(4)]
          + [f"gamma^{a}{b}" for a, b in pairs]
          + [f"gamma^{k} gamma5" for k in range(4)] + ["gamma5"])
print("patterns (N_0 N_1 N_2 N_3), N_mu = g_mumu (beta^mu)^2:")
for label, row in zip(labels, patterns):
    print(f"  {label:15s}", *row)
for name, (counts, s2) in rest_info.items():
    print(f"block {name}: number of beta^0 eigenvalues +1, 0, -1:", *counts)
    if s2 is not None:
        print(f"  S^2 on beta^0 = +1 states (hbar^2): {show(s2)}")
print(f"model mass m = {mass:.4f} GeV")
print(f"momentum p = {show(p)} GeV")
for name in ("10", "5", "1"):
    print(f"block {name} energies (GeV): {show(energies[name]) or 'none'}")
print(f"vector solution V_0..V_3 (relative): {show(V)}")
print(f"  T_01 T_02 T_03 T_12 T_13 T_23 (relative): {show(vec[4:])}")
print(f"  |p^nu V_nu| (GeV): {abs(p_up @ V):.1e}")
print(f"scalar solution with P = 1, A_0..A_3 (relative): {show(sca[:4])}")
print(f"Yukawa test point (1/GeV): {show(point)}")
for kind, (good, bad) in res.items():
    print(f"{kind} Yukawa relative residual, kappa = {mass:.1f} GeV: {good:.1e}")
    print(f"  control, kappa = {kappa_wrong:.1f} GeV: {bad:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
largest deviation from trilinear algebra, 64 index sets: 0.0e+00
block dimensions: 10, 5, 1
dimension of commutant of the four beta matrices: 3
patterns (N_0 N_1 N_2 N_3), N_mu = g_mumu (beta^mu)^2:
  1               0 0 0 0
  gamma^0         0 1 1 1
  gamma^1         1 0 1 1
  gamma^2         1 1 0 1
  gamma^3         1 1 1 0
  gamma^01        1 1 0 0
  gamma^02        1 0 1 0
  gamma^03        1 0 0 1
  gamma^12        0 1 1 0
  gamma^13        0 1 0 1
  gamma^23        0 0 1 1
  gamma^0 gamma5  1 0 0 0
  gamma^1 gamma5  0 1 0 0
  gamma^2 gamma5  0 0 1 0
  gamma^3 gamma5  0 0 0 1
  gamma5          1 1 1 1
block 10: number of beta^0 eigenvalues +1, 0, -1: 3 4 3
  S^2 on beta^0 = +1 states (hbar^2): 2.0000  2.0000  2.0000
block 5: number of beta^0 eigenvalues +1, 0, -1: 1 3 1
  S^2 on beta^0 = +1 states (hbar^2): 0.0000
block 1: number of beta^0 eigenvalues +1, 0, -1: 0 1 0
model mass m = 2.0000 GeV
momentum p = 1.0000  2.0000  4.0000 GeV
block 10 energies (GeV): -5.0000  -5.0000  -5.0000  5.0000  5.0000  5.0000
block 5 energies (GeV): -5.0000  5.0000
block 1 energies (GeV): none
vector solution V_0..V_3 (relative): 0.2000  -1.0000  0.0000  0.0000
  T_01 T_02 T_03 T_12 T_13 T_23 (relative): -2.4000  0.2000  0.4000  -1.0000  -2.0000  0.0000
  |p^nu V_nu| (GeV): 4.4e-15
scalar solution with P = 1, A_0..A_3 (relative): 2.5000  -0.5000  -1.0000  -2.0000
Yukawa test point (1/GeV): 0.3000  -0.4000  0.5000
vector Yukawa relative residual, kappa = 2.0 GeV: 6.7e-08
  control, kappa = 1.5 GeV: 0.248
scalar Yukawa relative residual, kappa = 2.0 GeV: 6.7e-08
  control, kappa = 1.5 GeV: 0.248
ALL CHECKS PASSED
```
